# Square-root time-step bias from walls checked at discrete diffusion steps: verification in Python

```python
"""
Time-step bias of diffusion Monte Carlo for a free particle in a hard-wall box.

Result under test: if walkers take Gaussian steps of variance tau and are killed
only when a step ENDS outside 0 < x < L, the growth energy is
    E_tau = pi^2 / (2 (L + 2 beta sqrt(tau))^2) * (1 + O(tau^(3/2) / L^3)),
    beta = -zeta(1/2)/sqrt(2 pi),
so the leading bias is -2 beta pi^2 sqrt(tau) / L^3.

Symbols (Hartree atomic units, mass 1):
    L      box length             tau    time step
    sigma  sqrt(tau), step width  k      wave number inside the box
    kappa  k*sigma                delta  phase shift: wave ~ sin(k x + delta)
    c      cubic coefficient in delta = beta*kappa + c*kappa^3 + ...
The reference energies come from diagonalizing the one-step kernel.
"""
import math
import numpy as np
import mpmath
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def h(u):
    """ln(2(1-exp(-u/2))/u)/u, with its Taylor series near u = 0."""
    if abs(u) < 0.05:
        return -0.25 + u / 96 - u**3 / 46080
    return math.log(-2 * math.expm1(-u / 2) / u) / u


def h_prime(u):
    """Derivative of h, with its Taylor series near u = 0."""
    if abs(u) < 0.1:
        return 1 / 96 - u**2 / 15360
    g_prime = -0.5 * math.exp(-u / 2) / math.expm1(-u / 2) - 1 / u
    return (g_prime - h(u)) / u


def half_line_integral(f, kappa):
    """Integral of f(s^2-kappa^2) over s > 0; the tail uses s = exp(t)."""
    split = 12.0
    near = quad(lambda s: f(s * s - kappa**2), 0, split,
                epsabs=1e-12, epsrel=1e-11, limit=200)[0]
    far = quad(lambda t: f(math.exp(2 * t) - kappa**2) * math.exp(t),
               math.log(split), 45, epsabs=1e-12, epsrel=1e-11, limit=200)[0]
    return near + far


def phase_shift(kappa):
    return -kappa / math.pi * half_line_integral(h, kappa)


def wave_number(length, sigma):
    """Lowest k allowed by k*length + 2*delta(k*sigma) = pi."""
    return brentq(lambda k: k * length + 2 * phase_shift(k * sigma) - math.pi,
                  0.3 * math.pi / length, 1.1 * math.pi / length, xtol=1e-13)


def diagonalize(length, sigma):
    """Growth energy and a callable eigenfunction of the killed Gaussian step."""
    count = int(60 + 3 * length / sigma)
    nodes, weights = np.polynomial.legendre.leggauss(count)
    nodes = 0.5 * length * (nodes + 1)
    weights = 0.5 * length * weights

    def gauss(d):
        return np.exp(-d**2 / (2 * sigma**2)) / (sigma * math.sqrt(2 * math.pi))

    root_w = np.sqrt(weights)
    matrix = root_w[:, None] * gauss(nodes[:, None] - nodes) * root_w
    values, vectors = eigh(matrix, subset_by_index=[count - 1, count - 1])
    eigenvalue = values[0]
    phi = vectors[:, 0] / root_w
    phi = phi * np.sign(phi[count // 2])

    def wave(x):
        x = np.atleast_1d(x)
        return gauss(x[:, None] - nodes) @ (weights * phi) / eigenvalue

    return -math.log(eigenvalue) / sigma**2, wave


# ---- the displacement constant, by three roads
beta = float(-mpmath.zeta(0.5) / mpmath.sqrt(2 * mpmath.pi))
beta_integral = -half_line_integral(h, 0.0) / math.pi
terms = 10**6
partial = np.sum(1 / np.sqrt(np.arange(1, terms + 1))) - 2 * math.sqrt(terms)
beta_sum = -partial / math.sqrt(2 * math.pi)
assert abs(beta_integral - beta) < 1e-9
assert abs(beta_sum - beta) < 1 / math.sqrt(terms)  # truncation of the sum

c = half_line_integral(h_prime, 0.0) / math.pi
c_from_phase = (phase_shift(0.1) - 0.1 * beta) / 0.1**3
assert abs(c_from_phase / c - 1) < 1e-3  # next term is of relative order kappa^2

L = 2.0
E0 = math.pi**2 / (2 * L**2)
slope = -2 * beta * math.pi**2 / L**3
second = 6 * math.pi**2 * beta**2 / L**4
print(f"box length L = {L:.1f} bohr, mass = 1 electron mass")
print(f"exact energy E0 = {E0:.6f} hartree")
print(f"beta from zeta(1/2) = {beta:.6f}")
print(f"beta from phase-shift integral = {beta_integral:.6f}")
print(f"beta from sum with {terms} terms = {beta_sum:.6f}")
print(f"cubic phase coefficient c = {c:.6f}")
print(f"leading bias / sqrt(tau) = {slope:.5f} (atomic units)")
print(f"next term / tau = {second:.5f} (atomic units)")

# ---- energies from diagonalization against the derived formulas
print("tau in atomic units of time; energies in hartree")
print("tau     E_diagonalized  E_phase     E_shifted_wall  E0+leading  bias")
energy = {}
for tau in (0.04, 0.01, 0.0025, 0.0004, 0.0001):
    sigma = math.sqrt(tau)
    energy[tau], _ = diagonalize(L, sigma)
    E_phase = wave_number(L, sigma)**2 / 2
    L_eff = L + 2 * beta * sigma
    E_wall = math.pi**2 / (2 * L_eff**2)
    assert abs(energy[tau] - E_phase) < 1e-8
    assert abs(energy[tau] / E_wall - 1) < (sigma / L)**3
    print(f"{tau:.4f}  {energy[tau]:.8f}      {E_phase:.8f}  {E_wall:.8f}"
          f"      {E0 + slope * sigma:.6f}    {energy[tau] - E0:.6f}")

exponent = math.log((E0 - energy[0.0004]) / (E0 - energy[0.0001])) / math.log(4)
assert abs(exponent - 0.5) < 0.01  # finite-step curvature lowers it slightly
measured_slope = (2 * (energy[0.0001] - E0) / 0.01
                  - (energy[0.0004] - E0) / 0.02)
assert abs(measured_slope / slope - 1) < 1e-3
print(f"power of tau in bias, from two smallest steps = {exponent:.4f}")
print(f"bias / sqrt(tau) extrapolated to tau=0 = {measured_slope:.5f}"
      " (atomic units)")

# ---- size of the remainder, at tau = 0.01
tau = 0.01
sigma = math.sqrt(tau)
L_eff = L + 2 * beta * sigma
remainder = energy[tau] / (math.pi**2 / (2 * L_eff**2)) - 1
remainder_formula = -4 * c * math.pi**2 * (sigma / L_eff)**3
assert abs(remainder / remainder_formula - 1) < 0.01
bias = energy[tau] - E0
print(f"tau=0.01: effective length = {L_eff:.5f} bohr")
print(f"tau=0.01: bias = {bias:.5f} hartree = {bias * HARTREE_EV:.3f} eV")
print(f"tau=0.01: relative bias = {100 * bias / E0:.2f} percent")
print(f"tau=0.01: relative remainder, diagonalized = {remainder:.3e}")
print(f"tau=0.01: relative remainder, cubic term = {remainder_formula:.3e}")

# ---- shape of the wave near the wall, at tau = 0.01
_, wave = diagonalize(L, sigma)
k = wave_number(L, sigma)
kappa = k * sigma
delta = phase_shift(kappa)
amplitude = wave(L / 2)[0]
x = np.linspace(0, L / 2, 201)
deviation = np.abs(wave(x) / amplitude - np.sin(k * x + delta))
envelope = kappa * np.exp(-math.sqrt(2 * math.pi) * x / sigma)
assert np.all(deviation <= envelope + 1e-9)
wall_value = wave(0.0)[0] / amplitude
assert abs(wall_value - kappa / math.sqrt(2)) < 1e-8
at_3_sigma = abs(wave(3 * sigma)[0] / amplitude
                 - math.sin(3 * kappa + delta))
print(f"tau=0.01: kappa = {kappa:.6f}, phase shift = {delta:.6f} rad")
print(f"wave at wall / amplitude, diagonalized = {wall_value:.6f}")
print(f"wave at wall / amplitude, kappa/sqrt(2) = {kappa / math.sqrt(2):.6f}")
print(f"sine continued to wall / amplitude = {math.sin(delta):.6f}")
print(f"wave minus sine at 3 sigma / amplitude = {at_3_sigma:.2e}")

# ---- extrapolation to zero time step from tau = 0.01 and 0.0025
E_big, E_small = energy[0.01], energy[0.0025]
linear_tau = (4 * E_small - E_big) / 3
linear_root = 2 * E_small - E_big
length_fit = (2 / math.sqrt(E_small) - 1 / math.sqrt(E_big))**-2
errors = [abs(e - E0) for e in (linear_tau, linear_root, length_fit)]
assert errors[0] > 5 * errors[1] and errors[1] > 5 * errors[2]
print("extrapolation from tau = 0.01 and 0.0025, error in hartree:")
print(f"  E linear in tau: {linear_tau - E0:.6f}")
print(f"  E linear in sqrt(tau): {linear_root - E0:.6f}")
print(f"  1/sqrt(E) linear in sqrt(tau): {length_fit - E0:.6f}")

# ---- killing walls moved inward by beta*sigma
E_cured, _ = diagonalize(L - 2 * beta * sigma, sigma)
cured_formula = -4 * c * math.pi**2 * (sigma / L)**3 * E0
assert abs((E_cured - E0) / cured_formula - 1) < 0.01
print(f"tau=0.01: inward shift of each wall = {beta * sigma:.5f} bohr")
print(f"tau=0.01: bias with shifted walls = {E_cured - E0:.3e} hartree")
print(f"tau=0.01: the same from the cubic term = {cured_formula:.3e} hartree")

# ---- direct walker simulation at tau = 0.04
rng = np.random.default_rng(12345)
tau_mc = 0.04
walkers, warmup, blocks, block_steps = 100000, 100, 30, 40
position = L / math.pi * np.arccos(1 - 2 * rng.random(walkers))
log_survival = []
for step in range(warmup + blocks * block_steps):
    position = position + math.sqrt(tau_mc) * rng.standard_normal(walkers)
    alive = position[(position > 0) & (position < L)]
    if step >= warmup:
        log_survival.append(math.log(alive.size / walkers))
    copies = alive[rng.integers(0, alive.size, walkers - alive.size)]
    position = np.concatenate([alive, copies])
block_energy = -np.array(log_survival).reshape(blocks, block_steps).mean(1) / tau_mc
E_mc = block_energy.mean()
error_mc = block_energy.std(ddof=1) / math.sqrt(blocks)
assert abs(E_mc - energy[tau_mc]) < 4 * error_mc
assert abs(E_mc - E0) > 20 * error_mc
print(f"simulation: {walkers} walkers, {blocks * block_steps} counted steps,"
      f" tau = {tau_mc}")
print(f"simulated energy = {E_mc:.5f} +/- {error_mc:.5f} hartree")
print(f"diagonalized energy, same tau = {energy[tau_mc]:.5f} hartree")

print("finished without a failed check")
```

Running it gives:

```
box length L = 2.0 bohr, mass = 1 electron mass
exact energy E0 = 1.233701 hartree
beta from zeta(1/2) = 0.582597
beta from phase-shift integral = 0.582597
beta from sum with 1000000 terms = 0.582398
cubic phase coefficient c = 0.013822
leading bias / sqrt(tau) = -1.43750 (atomic units)
next term / tau = 1.25623 (atomic units)
tau in atomic units of time; energies in hartree
tau     E_diagonalized  E_phase     E_shifted_wall  E0+leading  bias
0.0400  0.98925159      0.98925159  0.98963988      0.946200    -0.244449
0.0100  1.10153988      1.10153988  1.10160330      1.089950    -0.132161
0.0025  1.16483927      1.16483927  1.16484838      1.161826    -0.068861
0.0004  1.20544469      1.20544469  1.20544533      1.204951    -0.028256
0.0001  1.21945011      1.21945011  1.21945020      1.219326    -0.014250
power of tau in bias, from two smallest steps = 0.4938
bias / sqrt(tau) extrapolated to tau=0 = -1.43729 (atomic units)
tau=0.01: effective length = 2.11652 bohr
tau=0.01: bias = -0.13216 hartree = -3.596 eV
tau=0.01: relative bias = -10.71 percent
tau=0.01: relative remainder, diagonalized = -5.757e-05
tau=0.01: relative remainder, cubic term = -5.755e-05
tau=0.01: kappa = 0.148428, phase shift = 0.086519 rad
wave at wall / amplitude, diagonalized = 0.104954
wave at wall / amplitude, kappa/sqrt(2) = 0.104954
sine continued to wall / amplitude = 0.086411
wave minus sine at 3 sigma / amplitude = 6.23e-06
extrapolation from tau = 0.01 and 0.0025, error in hartree:
  E linear in tau: -0.047761
  E linear in sqrt(tau): -0.005562
  1/sqrt(E) linear in sqrt(tau): 0.000055
tau=0.01: inward shift of each wall = 0.05826 bohr
tau=0.01: bias with shifted walls = -8.418e-05 hartree
tau=0.01: the same from the cubic term = -8.415e-05 hartree
simulation: 100000 walkers, 1200 counted steps, tau = 0.04
simulated energy = 0.98962 +/- 0.00053 hartree
diagonalized energy, same tau = 0.98925 hartree
finished without a failed check
```
